# Why silicon etching in CF4/O2 peaks below the fluorine-density maximum

## What the dimensions already fix

Let silicon at fixed temperature be exposed to fluorine atoms with flux $\Gamma_F$, oxygen atoms with flux $\Gamma_O$, and ions that remove surface oxygen at a flux $J$ when oxygen covers every site. The etch rate $R$, counted in silicon atoms per area and time, has the dimension of a flux. If every surface step is driven by an arriving particle, the other surface constants are dimensionless probabilities. The number of sites per area $S$ cannot enter a steady rate: it has no time in it, and no dimensionless number can be formed from $S$ and fluxes alone. Therefore

$$R=\Gamma_F\,g\!\left(\frac{\Gamma_O}{\Gamma_F},\frac{J}{\Gamma_F}\right).$$

The etch rate is the fluorine flux times a factor that depends on the composition of the arriving flux. Let $x$ be the O2 mole fraction of the feed, varied at fixed pressure and power, and let the fluorine density $n_F$ have its highest value at $x_F$. There the first factor is stationary. If $g$ is still falling because oxygen atoms are becoming more abundant, $R$ is falling too, and a higher rate is found at smaller $x$. What remains is to show that site competition gives such a $g$, that the oxygen density really rises, and how large the displacement is.

## Competition for sites

Let a surface site be vacant, fluorinated or oxidized, with fractions $v$, $f$ and $o$, where $v+f+o=1$. A vacant site captures an arriving F atom with probability $a$ and an O atom with probability $b$. An F impact on a fluorinated site removes a silicon atom with probability $e$ and leaves a vacant site. An F impact on an oxidized site clears it with probability $c$. The model follows who holds a site, not every fluorine atom needed to make SiF4.

In steady state each kind of occupied site is created as fast as it is cleared:

$$a\Gamma_F v=e\Gamma_F f=R,\qquad b\Gamma_O v=(c\Gamma_F+J)\,o .$$

The first relation gives $v=R/(a\Gamma_F)$ and $f=R/(e\Gamma_F)$. Putting this $v$ into the second gives $o=R\,b\Gamma_O/[a\Gamma_F(c\Gamma_F+J)]$. The three fractions add to one, so division by $R$ yields

$$\frac1R=\frac1{a\Gamma_F}+\frac1{e\Gamma_F}+\frac{b\Gamma_O}{a\Gamma_F(c\Gamma_F+J)}. \tag{1}$$

The terms are the waiting times for capture, for silicon removal and for oxygen blocking, each divided by the same site density. Without oxygen the last term vanishes and

$$\frac1{R_0}=\frac{1}{\Gamma_F}\left(\frac1a+\frac1e\right)=\frac{1+a/e}{a\Gamma_F}.$$

Taking this factor out of equation (1) gives

$$R=\frac{R_0}{1+KU},\qquad K=\frac{b}{c(1+a/e)},\qquad U=\frac{\Gamma_O}{\Gamma_F+J/c}. \tag{2}$$

The oxidized fraction is $R$ times the last term of (1), which is $\theta\equiv o=KU/(1+KU)$. Hence $R=R_0(1-\theta)$, with $R_0$ proportional to $n_F$.

Oxygen need not win many sites to matter. Dividing $o$ by $f$ gives

$$\frac of=\frac{b\Gamma_O}{a\Gamma_F}\;\frac{e\Gamma_F}{c\Gamma_F+J}.$$

The first factor is the ratio of captures and the second is the ratio of site lifetimes. A rare capture that lasts long can block a large part of the surface.

## Why the etch maximum comes first

Compare any $x>x_F$ with $x_F$ itself, holding the probabilities and $J$ fixed. The fluorine flux is no larger, because $x_F$ is its global maximum. If the oxygen flux is larger, the first two terms of (1) are no smaller and the third is larger. So $R(x)<R(x_F)$ everywhere above $x_F$.

At $x_F$ the derivative of $n_F$ is zero. Taking the logarithm of (2) and differentiating leaves only the blocking term:

$$\left.\frac{d\ln R}{dx}\right|_{x_F}=-\frac{KU'}{1+KU}<0, \tag{3}$$

where a prime denotes $d/dx$. The rate is already falling at $x_F$, so a point just below it etches faster. The maximum of $R$ therefore lies strictly below $x_F$.

The growth of oxygen with $x$ is essential. If $\Gamma_O$ were held constant, (1) would make $R$ an increasing function of $\Gamma_F$ alone, and both maxima would coincide even on a partly blocked surface.

## Why fluorine has a maximum and oxygen keeps rising

Oxygen also acts in the gas. Consider a well-mixed discharge with little feed depletion, in which CF3 represents all CFx radicals. CF4 dissociation produces CF3 and F at a rate $G(1-x)$ each, and O2 dissociation produces O at a rate $Hx$. CF3 recombines with F (coefficient $k_r$), reacts with O to give COF2 and F ($k_o$), or is lost at frequency $\nu_C$. With $D=\nu_C+k_rn_F+k_on_O$, its density is $n_C=G(1-x)/D$.

The fluorine balance is

$$\nu_Fn_F=G(1-x)+k_on_Cn_O-k_rn_Cn_F .$$

Substituting $n_C$ and adding over the common denominator $D$ cancels the recombination term in the numerator:

$$\nu_Fn_F=G(1-x)\frac{2k_on_O+\nu_C}{D}. \tag{4}$$

The oxygen balance is

$$Hx=\nu_On_O+G(1-x)\frac{k_on_O}{D}. \tag{5}$$

The first oxygen added removes CF3 that would otherwise consume fluorine, and releases a second F atom in doing so. This benefit saturates: the fraction in (4) cannot exceed 2. The factor $1-x$, the dilution of CF4, continues to fall. For the parameters below, $n_F$ therefore rises and then falls. With $k_o$ set to zero and the other parameters unchanged, it falls from the start.

That $n_O$ rises throughout can be shown by contradiction. Suppose $n_O'=0$ at some $x$ between 0 and 1. Then $D'=k_rn_F'$, and the logarithmic derivative of (4) is

$$\frac{n_F'}{n_F}=-\frac1{1-x}-\frac{k_rn_F'}{D}
\quad\Rightarrow\quad
\frac{n_F'}{n_F}\left(1+\frac{k_rn_F}{D}\right)=-\frac1{1-x}.$$

So $n_F$ is falling, at a relative rate smaller than $1/(1-x)$. The last term of (5), called $Q$, then obeys

$$\frac{Q'}Q=-\frac1{1-x}+\frac{k_rn_F}{D}\,\frac{|n_F'|}{n_F}<0,$$

because both factors in the positive term are too small to cancel the negative one. Yet differentiating (5) with $n_O'=0$ requires $Q'=H>0$. This is impossible, so $n_O'$ never vanishes. Since $n_O$ starts from zero and becomes positive, it rises throughout.

## Where the etch peak sits

At an interior maximum of $R$, equation (2) gives

$$\frac{d\ln n_F}{dx}=\frac{KU'}{1+KU}=\frac{\theta'}{1-\theta}. \tag{6}$$

The relative gain in fluorine equals the relative loss of open sites. Two limits show the role of ion cleaning. If ions do nearly all of it, $J\gg c\Gamma_F$, then $U$ is proportional to $n_O$ and (6) becomes $(\ln n_F)'=\theta(\ln n_O)'$. If fluorine does all of it, $J=0$, then $U=\Gamma_O/\Gamma_F$ and

$$(1+\theta)(\ln n_F)'=\theta(\ln n_O)'.$$

The extra $\theta$ on the left arises because additional fluorine also clears oxidized sites.

For weak blocking, $\ln(1+KU)\approx KU$. Expanding the slope of $\ln n_F$ about its zero at $x_F$ gives

$$x_R-x_F\approx-\frac{KU'}{|(\ln n_F)''|}, \tag{7}$$

where $x_R$ is the position of the etch peak and the right side is taken at $x_F$.

There is also a limit of strong blocking. At $x=0$, $U=0$, so the rate rises with the first oxygen only if $(\ln n_F)'>KU'$ there. Otherwise the initial rise disappears.

## How large the effect is

The example is a radical-dominated silicon etcher at 0.5 Torr and 300 K with round model parameters. The dissociation frequencies are 0.25 s$^{-1}$ for CF4 and 1.0 s$^{-1}$ for O2. The coefficients are $k_r=1.0\times10^{-11}$ and $k_o=3.0\times10^{-11}$ cm$^3$/s, and the loss frequencies are 20 s$^{-1}$ for CF3 and 10 s$^{-1}$ for F and O. On the surface, $a=0.5$, $b=0.02$, $e=5\times10^{-4}$, $c=10^{-5}$ and $J=5\times10^{13}$ cm$^{-2}$ s$^{-1}$.

| O2 (%) | $n_F$ ($10^{14}$ cm$^{-3}$) | Oxidized sites (%) | Rate (nm/min) |
|---:|---:|---:|---:|
| 0 | 0.27 | 0 | 2.4 |
| 5 | 2.46 | 12.5 | 18.7 |
| 10.7 | 3.88 | 31.0 | 23.2 |
| 24.3 | 4.73 | 59.2 | 16.7 |
| 40 | 4.26 | 75.2 | 9.2 |

Fluorine peaks at 24.3% O2 and the etch rate at 10.7%, a gap of 13.6 percentage points. Between the two peaks, fluorine rises by a factor $4.73/3.88=1.22$, but the open fraction falls by a factor $0.408/0.690=0.59$. Their product, 0.72, is the ratio of the rates, $16.7/23.2$.

The coverage at the etch peak follows from the thermal fluxes, $\Gamma=n\bar v/4$ with $\bar v$ the mean speed. They are $5.60\times10^{18}$ for F and $2.39\times10^{18}$ cm$^{-2}$ s$^{-1}$ for O. Since $J/c=5.00\times10^{18}$ cm$^{-2}$ s$^{-1}$,

$$U=\frac{2.39}{5.60+5.00}=0.225,\qquad KU=2.00\times0.225=0.45,\qquad \theta=\frac{0.45}{1.45}=0.31 .$$

The fluorinated fraction is 0.689, so

$$R=5\times10^{-4}\times5.60\times10^{18}\times0.689=1.93\times10^{15}\ \mathrm{cm^{-2}\,s^{-1}}.$$

Division by the silicon density, $4.99\times10^{22}$ cm$^{-3}$, and conversion of units give 23.2 nm/min.

Oxygen wins only 1.7% of the captures on vacant sites at this point. An oxidized site, however, lasts 6.4 s, against 0.24 s for a fluorinated one. The capture ratio $0.0167/0.983$ times the lifetime ratio of 26.4 gives $o/f=0.45$: persistence, not frequent capture, produces the blocking.

At the etch peak both sides of (6) equal 4.2. At that point the fluorine density grows, and the open fraction shrinks, with a local slope of 4.2% per percentage point of O2. At the fluorine peak the gain is zero, while the rate falls by about 3.5% per added point.

Two changes isolate the cause. With $b=0$, the etch peak moves to 24.3%, the fluorine peak. It does the same when $n_O$ is frozen at its value at $x_F$ while $n_F$ varies as before. The ordering was also tested on 40 parameter sets, which include the ion removal of fluorinated silicon described in the next section, each constant being changed by up to a factor of three either way. In some sets this puts $a$ above 1, where it is no longer a probability; the ordering argument needs only that it be positive and fixed. All 40 sets had an interior fluorine peak, and in all of them the rate was falling at that peak and stayed lower at the sampled points beyond it.

Equation (7) is accurate when blocking is weak: with $b$ reduced a thousandfold, it predicts a shift of −0.0727 points and the peak search finds −0.0722. At the full $b$ it predicts −73 points, which is impossible. Blocking is not weak, since $KU$ is about 1.45 at $x_F$, and (7) also holds the slope of $KU$ and the curvature of $\ln n_F$ at their values at $x_F$ over the whole shift. For the fluorine curve this is a poor approximation: extrapolation of its curvature from $x_F$ gives a slope of $11.8\times0.136=1.6$ at the etch peak, whereas the actual slope is 4.2. With the actual fluorine curve and the blocking term of (7) unchanged, the peak would lie at about 7% O2, because the steep low-oxygen side stops the shift. Equation (6) must be used here.

The etch rate also rises with the first oxygen in this example. With all else fixed, cancelling that rise would require $b=5.1$, which no probability can reach. This margin depends on the other conditions: with $J$ ten times smaller the critical value is 0.85, still far above the $b=0.02$ used here.

## What the simple model leaves out

Ions may also remove fluorinated silicon. If they do so at a flux $J_f$ on a fully fluorinated surface, the second term of (1) becomes $1/(e\Gamma_F+J_f)$. It still does not increase with $\Gamma_F$, so the ordering survives. Below $x_F$, however, the term now decreases less strongly as fluorine is added, while the blocking term is unchanged. At the old etch peak the balance then favours less oxygen. For $J_f=5\times10^{14}$ cm$^{-2}$ s$^{-1}$ the peak moves from 10.7% to 9.4%.

Carbon radicals can block sites as well, and their density is greatest at low oxygen. Their removal rewards oxygen addition and lies outside the proof above. Giving CF3 a capture probability of 0.1, with the same clearing rate as oxygen, moves the etch peak by less than 0.1 point. A process that deposits a thick fluorocarbon film is a different case, which this estimate does not cover.

Two CF3 radicals can also combine to form C2F6, which the gas model omits. With a coefficient of $8\times10^{-12}$ cm$^3$/s and two CF3 radicals lost per event, this reaction raises the fluorine density and the etch rate at zero oxygen by a factor of about 2.2, so the first row of the table is too low. At 5% O2 the change is below 1%, and both peaks stay in place to within 0.1 point. The value of $b$ that would cancel the initial rise drops from 5.1 to about 0.75.

Feed depletion, COF2 dissociation and fluorine consumption by the wafer were added together, for a pumping frequency of 5 s$^{-1}$ and 0.05 cm$^2$ of silicon per cm$^3$ of reactor. COF2 is taken to dissociate at 0.25 s$^{-1}$ and release one F atom, and of the O atoms removed at the 10 s$^{-1}$ loss frequency, those not pumped away are taken to return as O2. At 10.7% O2, the depletion is 2.5% for CF4 and 14% for O2, and silicon takes 9.5% of the fluorine lost by routes other than recombination with CF3. The fluorine and etch peaks move to 26.3% and 12.0%. With ion-driven etching and carbon blocking included too, they lie at 26.5% and 10.7%. The etch peak is then nearly back at its first value because shifts of opposite sign cancel; the gap has grown to about 16 points. These figures depend on the fate of the lost O atoms: if none return as O2, the O2 depletion is 17% instead of 14%, and the peaks at 26.3% and 12.0% move to 26.7% and 12.3%.

Beside a real process, these positions are reasonable: in radical-dominated CF4/O2 etching of silicon, the etch maximum is found at very roughly 12% O2 and the fluorine maximum at roughly 23%. The agreement is not a prediction, since the parameters were chosen for this regime. A pressure of some tenths of a Torr is typical, and the small value of $c/e$ reflects the slow attack of fluorine atoms on silicon oxide. The capture probability $b$ is an uncertain input. Halving it moves the etch peak to 13.5%, and doubling it to 8.2%. Real discharges are usually hotter than 300 K, and oxygen changes their electron density and energy, so the dissociation frequencies do not stay fixed. That effect has not been sized here. It can move both peaks, but the surface argument still applies to the resulting densities if $n_O$ rises with $x$ and the surface probabilities and ion removal stay fixed.

## What to do about it

A fluorine-density signal should not by itself set the oxygen flow for the fastest silicon etch. In this example, tuning to maximum fluorine would cost 28% of the available rate. When site blocking matters and carbon films do not control the surface, the useful scan starts below the fluorine maximum and measures the silicon rate directly. Pressure, power, total flow, wafer temperature and exposed silicon area should be held fixed. The fluorine curve should be taken with the same silicon load, since the wafer consumes part of the fluorine.

Such a scan can also test the explanation if the oxygen density is measured too. Dividing the etch rate by the fluorine density at each $x$ gives a quantity proportional to $1-\theta$, provided ion-driven silicon removal is small compared with $e\Gamma_F$ at every $x$ used. Over the range of the table, this condition is hardest to meet at low oxygen, where fluorine is scarce, and those points should be left out of the test if it fails there. That the ratio $R/n_F$ is lower at the fluorine peak than at the etch peak proves nothing: the etch peak has the higher rate and the lower fluorine density, whatever the cause. The test lies in the form of the fall. By (2), $n_F/R$ is proportional to $1+KU$, so it should rise linearly with $U=\Gamma_O/(\Gamma_F+J/c)$ for one fixed value of $J/c$. A straight line supports site blocking but does not prove it, especially if $J/c$ is fitted: in this example, with no blocking at all, a wafer that is at 330 K without oxygen and cools by 1.5 K per percentage point of O2 gives a line straight to within 1% between 5% and 40% O2 when $J/c$ is fitted, and to within 3% when $J/c$ is held at the value used here, if silicon removal has an activation energy of 0.108 eV. The wafer temperature must therefore be measured as well. If the line is not straight, something besides this site blocking is at work. Two candidates are a wafer temperature that changes with $x$, which alters $e$ and $c$, and an ion flux that changes with the gas mixture, which alters $J$. Either one breaks the conditions of the ordering argument. An ion flux that rises steeply with $x$ can even reverse its conclusion: in this example, multiplying $J$ by $e^{10x}$ moves the etch peak to about 34% O2, above the fluorine peak. The ion flux there is about 31 times its oxygen-free value, so this case shows that a reversal is possible, not that it is typical.

If the etch must run near the fluorine maximum for another reason, the term to reduce is the last one in (1). Stronger ion removal of oxygen makes it smaller, and in the limit of large $J$ at fixed gas composition the two peaks merge. Ions that also remove fluorinated silicon pull the etch peak the other way, so a change of bias has no general sign for the gap. The numerical output below gives the values for the main example and for several of its variations.

## Values computed for the example and the checks

```
pressure 0.5 Torr, gas temperature 300 K
total gas density N = 1.609e+16 cm^-3
dissociation: CF4 0.25 s^-1, O2 1.0 s^-1
k(CF3+F) = 1.0e-11, k(CF3+O) = 3.0e-11 cm^3/s
losses: CF3 20.0, F 10.0, O 10.0 s^-1
capture on vacant site: a(F) = 0.5, b(O) = 0.02
removal per F impact: e(Si) = 5.0e-04, c(O) = 1.0e-05
ion removal of oxygen J = 5.0e+13 cm^-2 s^-1
silicon density = 4.994e+22 cm^-3
surface site density = 6.781e+14 cm^-2
mean speeds: F 5.782e+04, O 6.301e+04 cm/s
blocking constant K = 1.998; J/c = 5.00e+18 cm^-2 s^-1
x(%)  n_F(cm^-3)  n_O(cm^-3)  O coverage(%)  rate(nm/min)
 0.00  2.739e+13  0.000e+00    0.00     2.38
 5.00  2.463e+14  3.884e+13   12.50    18.70
10.71  3.876e+14  1.514e+14   31.01    23.20
20.00  4.667e+14  4.106e+14   52.38    19.28
24.30  4.726e+14  5.459e+14   59.22    16.72
40.00  4.263e+14  1.074e+15   75.18     9.18
60.00  3.045e+14  1.779e+15   85.62     3.80
F-density peak: x_F = 24.30 % O2
etch-rate peak: x_R = 10.71 % O2
gap x_F - x_R = 13.58 percentage points
at x_R: flux F = 5.603e+18, O = 2.385e+18 cm^-2 s^-1
at x_R: vacant 6.893e-04, fluorinated 0.6893, oxidized 0.3101
at x_R: O share of vacant-site captures = 1.67 %
at x_R: fluorinated-site life = 0.242 s
at x_R: oxidized-site life = 6.395 s
at x_R: d ln n_F/dx = 4.2172, site penalty = 4.2172
at x_F: d ln R/dx = -3.4909 per unit x
at x_F: second derivative of ln n_F = -11.782
linear shift estimate, full b = -72.65 points
b/1000: shift found -0.07220, law -0.07265 points
etch peak without O capture = 24.30 % O2
etch peak with n_O frozen = 24.30 % O2
b needed to remove initial rise = 5.12
etch peak: b halved 13.49 %, doubled 8.19 %
random parameter sets with interior F peak tested: 40
carbon capture 0.1: etch peak 10.76 % O2
ion silicon removal 5.0e+14 cm^-2 s^-1: etch peak 9.41 % O2
rate at x_R with that ion removal = 25.90 nm/min
larger gas model: pumping 5.0 s^-1, COF2 0.25 s^-1
silicon area/reactor volume = 0.05 cm^-1
at x_R: CF4 depletion 2.51 %, O2 depletion 13.82 %
at x_R: share of F loss due to silicon = 9.49 %
larger gas model: F peak 26.31 %, etch peak 11.99 %
all added effects: F peak 26.46 %, etch peak 10.68 %
```
